## The MP2 energy from the second-order self-energy

A calculation that holds the Hartree-Fock (HF) Green's function $G_0$ and the second-order self-energy $\Sigma_2$ on a frequency grid must decide how to turn them into a correlation energy. The Luttinger-Ward (LW) construction multiplies $\mathrm{Tr}\,\Sigma_2G_0$ by $\tfrac14$, while the Galitskii-Migdal (GM) formula multiplies it by $\tfrac12$. The first product is the MP2 correlation energy $E_2$. The second is $2E_2$, an interaction energy that needs a one-body term $-E_2$ beside it, and the way that term is evaluated decides whether a spurious third-order piece enters.

### Conventions

The Hamiltonian is $H=\sum h_{pq}c_p^\dagger c_q+V$ with $V=\tfrac14\sum\langle pq\|rs\rangle c_p^\dagger c_q^\dagger c_sc_r$, in real canonical HF spin orbitals, so $\langle pq\|rs\rangle$ is antisymmetric in each pair and equals $\langle rs\|pq\rangle$. Indices $i,j$ are occupied in the HF determinant $\Phi_0$ and $a,b$ are empty. With $\gamma_{pq}=\langle c_q^\dagger c_p\rangle$, the mean field of a density matrix is $v[\gamma]_{pq}=\sum_{rs}\langle pr\|qs\rangle\gamma_{sr}$, and $v=v[\gamma_0]$. The Fock matrix $F=h+v$ is diagonal with elements $\varepsilon_p$, and $E_{\rm HF}=\sum_i\varepsilon_i-\tfrac12\mathrm{tr}\,v\gamma_0$. Orders are counted with

$$H(\lambda)=\hat F+\lambda U,\qquad U=V-\hat v, \tag{1}$$

where hats mark one-body operators. The temperature is zero, $\Phi_0$ is the non-degenerate ground state of $\hat F$, and $\mu$ lies in the gap between occupied and empty levels. Since $F_{ia}=0$, $U$ couples $\Phi_0$ to double excitations alone, and second-order perturbation theory gives

$$E_2=\tfrac14\sum_{ijab}\frac{\langle ij\|ab\rangle^2}{D_{ijab}},\qquad D_{ijab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b<0. \tag{2}$$

With $z=\mu+i\hbar\omega$, define $G_0=(z-F)^{-1}$ and $\mathrm{Tr}A=\int\frac{\hbar\,d\omega}{2\pi}e^{i\omega0^+}\mathrm{tr}A$. The factor $e^{i\omega0^+}$ lets the contour close in the upper half plane. Since $1/(z-x)=-i/[\hbar\omega+i(x-\mu)]$ has its pole there when $x<\mu$, the residue theorem gives $(2\pi i)(-i)/2\pi=1$ in that case and zero otherwise. Partial fractions, $1/[(z-x)(z-y)]=[1/(z-x)-1/(z-y)]/(x-y)$, and then $\partial/\partial x$ at $x\neq\mu$ give two more integrals. With $n_x=\theta(\mu-x)$ and $\int\equiv\int\frac{\hbar\,d\omega}{2\pi}e^{i\omega0^+}$,

$$\int\frac1{z-x}=n_x,\quad \int\frac1{(z-x)(z-y)}=\frac{n_x-n_y}{x-y},\quad \int\frac1{(z-x)^2(z-y)}=-\frac{n_x-n_y}{(x-y)^2}. \tag{3}$$

The last two vanish for poles on the same side of $\mu$, which includes $y\to x$.

### The self-energy from the equations of motion

Let $\Psi$ and $E$ be the ground state and energy of $H(\lambda)$, and define

$$\langle\langle A;B\rangle\rangle=\langle A(z+E-H)^{-1}B\rangle+\langle B(z-E+H)^{-1}A\rangle, \tag{4}$$

so that $G_{pq}=\langle\langle c_p;c_q^\dagger\rangle\rangle$. The poles of the second (removal) term lie below $\mu$ and those of the first above it, which holds at $\lambda=0$ and persists as long as $\mu$ stays inside the gap between removal and addition energies of $H(\lambda)$. By (3), $\int G=\gamma$.

Use $z(z+E-H)^{-1}=1+(H-E)(z+E-H)^{-1}$ and $z(z-E+H)^{-1}=1+(E-H)(z-E+H)^{-1}$. The extra factor commutes with the resolvent and can act on $A$, where $\langle\Psi|A(H-E)=\langle\Psi|[A,H]$ and $(E-H)A|\Psi\rangle=[A,H]|\Psi\rangle$, or on $B$, where the same reasoning gives $[H,B]$:

$$z\langle\langle A;B\rangle\rangle=\langle\{A,B\}\rangle+\langle\langle[A,H];B\rangle\rangle=\langle\{A,B\}\rangle+\langle\langle A;[H,B]\rangle\rangle. \tag{5}$$

From $[c_p,c_a^\dagger c_b^\dagger]=\delta_{pa}c_b^\dagger-\delta_{pb}c_a^\dagger$ (any indices) and antisymmetry, $[c_p,H]=\varepsilon_pc_p+\lambda u_p$ with

$$u_p=[c_p,U]=-\sum_q v_{pq}c_q+\tfrac12\sum_{rst}\langle pr\|st\rangle c_r^\dagger c_tc_s, \tag{6}$$

and the adjoint is $[H,c_q^\dagger]=\varepsilon_qc_q^\dagger+\lambda u_q^\dagger$. The first form of (5) gives $(z-\varepsilon_p)G_{pq}=\delta_{pq}+\lambda\langle\langle u_p;c_q^\dagger\rangle\rangle$, and the second gives $(z-\varepsilon_q)\langle\langle u_p;c_q^\dagger\rangle\rangle=S_{pq}+\lambda\langle\langle u_p;u_q^\dagger\rangle\rangle$ with $S_{pq}=\langle\{u_p,c_q^\dagger\}\rangle$. Moving $c_q^\dagger$ to the left through three operators yields $\{c_r^\dagger c_tc_s,c_q^\dagger\}=\delta_{sq}c_r^\dagger c_t-\delta_{tq}c_r^\dagger c_s$, whose two terms are equal after contraction with the antisymmetric integral. Hence, with no approximation,

$$G=G_0+G_0\big[\lambda S+\lambda^2\langle\langle u;u^\dagger\rangle\rangle\big]G_0,\qquad S=v[\gamma_\lambda]-v[\gamma_0]. \tag{7}$$

$S$ vanishes at $\lambda=0$, so $G$ and $\gamma$ have no first-order term, and $S=\lambda^2v[\gamma_2]+\dots$. The bracket in (7) starts at $\lambda^2$. The Dyson series $G=G_0+G_0\Sigma G_0+G_0\Sigma G_0\Sigma G_0+\dots$ then shows that it equals the self-energy $\Sigma$ through order $\lambda^3$.

At order $\lambda^2$, $\langle\langle u;u^\dagger\rangle\rangle$ is evaluated with $\Phi_0$ and $\hat F$. In $u_p|\Phi_0\rangle$, $s$ and $t$ must be occupied. If $r$ is occupied it must equal $t$ or $s$. The case $r=t=j$ gives $\tfrac12\sum\langle pj\|ij\rangle c_i|\Phi_0\rangle$, the case $r=s$ gives the same, and together they form $\sum_iv_{pi}c_i|\Phi_0\rangle$, which cancels the first term of (6). The same cancellation occurs in $u_q^\dagger|\Phi_0\rangle$ for terms $c_a^\dagger|\Phi_0\rangle$. What remains is

$$u_p|\Phi_0\rangle=\sum_{a,\,i<j}\langle pa\|ij\rangle c_a^\dagger c_jc_i|\Phi_0\rangle,\qquad u_q^\dagger|\Phi_0\rangle=\sum_{i,\,a<b}\langle qi\|ab\rangle c_a^\dagger c_b^\dagger c_i|\Phi_0\rangle. \tag{8}$$

These are orthonormal eigenstates of $\hat F$: two-hole-one-particle (2h1p) states with $E-H\to\varepsilon_i+\varepsilon_j-\varepsilon_a<\mu$, and 2p1h states with $H-E\to\varepsilon_a+\varepsilon_b-\varepsilon_i>\mu$. Inserting them in (4), with $\sum_{a<b}=\tfrac12\sum_{ab}$,

$$\Sigma_{2,pq}(z)=\tfrac12\sum_{iab}\frac{\langle pi\|ab\rangle\langle ab\|qi\rangle}{z+\varepsilon_i-\varepsilon_a-\varepsilon_b}+\tfrac12\sum_{aij}\frac{\langle pa\|ij\rangle\langle ij\|qa\rangle}{z+\varepsilon_a-\varepsilon_i-\varepsilon_j}. \tag{9}$$

### The trace and the factor one quarter

$G_0$ is diagonal, so $\mathrm{Tr}\,\Sigma_2G_0=\sum_p\int\Sigma_{2,pp}/(z-\varepsilon_p)$. In the 2p1h term $n_y=0$, so (3) selects $p=j$ and gives $1/(\varepsilon_j+\varepsilon_i-\varepsilon_a-\varepsilon_b)=1/D$. In the 2h1p term $n_y=1$, so $p=b$ and the integral is $-1/(\varepsilon_b+\varepsilon_a-\varepsilon_i-\varepsilon_j)=1/D$. Each term is $\tfrac12\sum\langle ij\|ab\rangle^2/D=2E_2$, and

$$\mathrm{Tr}\,\Sigma_2G_0=2E_2+2E_2=4E_2, \tag{10}$$

for any $\mu$ inside the gap.

The number four has a structural origin, visible in imaginary time. With $A(z)=\int\frac{d\tau}{\hbar}e^{i\omega\tau}A(\tau)$ and $\xi=x-\mu$, a pole $1/(z-x)$ is the transform of $-\theta(\tau)e^{-\xi\tau/\hbar}$ for $\xi>0$ and of $+\theta(-\tau)e^{-\xi\tau/\hbar}$ for $\xi<0$, as direct integration shows. Consider

$$\Sigma_{2,pq}(\tau)=-\tfrac12\sum\langle pr\|st\rangle G_{ss'}(\tau)G_{tt'}(\tau)\langle s't'\|qr'\rangle G_{r'r}(-\tau). \tag{11}$$

For $G=G_0$ and $\tau>0$ the three lines carry signs $(-)(-)(+)$ and the exponent $-(\varepsilon_a+\varepsilon_b-\varepsilon_i-\mu)\tau/\hbar$, so the overall sign is negative and (11) transforms to the first term of (9). For $\tau<0$ the signs are $(+)(+)(-)$, the overall sign is positive, and the second term results. Equation (11) defines $\Sigma_2[G]$ for any $G$. Since $\int\frac{\hbar d\omega}{2\pi}e^{i\omega(\tau+\tau')}=\hbar\delta(\tau+\tau')$, one has $\mathrm{Tr}\,\Sigma G=\int\frac{d\tau}\hbar\sum\Sigma_{pq}(\tau)G_{qp}(-\tau)$. Define

$$\Phi_2[G]=-\tfrac18\int\frac{d\tau}{\hbar}\sum\langle pr\|st\rangle G_{ss'}(\tau)G_{tt'}(\tau)\langle s't'\|qr'\rangle G_{r'r}(-\tau)G_{qp}(-\tau)=\tfrac14\mathrm{Tr}\,\Sigma_2[G]G. \tag{12}$$

Varying $G_{qp}$ gives $\tfrac14\mathrm{Tr}\,\Sigma_2\delta G$. Varying $G_{r'r}$ gives the same after relabelling $p\leftrightarrow r$, $q\leftrightarrow r'$, which costs two minus signs. The substitution $\tau\to-\tau$ with exchange of the two integrals maps the forward lines onto the backward ones, so these add two more equal terms:

$$\delta\Phi_2=\mathrm{Tr}\,\Sigma_2\,\delta G,\qquad \Phi_2[G_0]=\tfrac14\mathrm{Tr}\,\Sigma_2G_0=E_2. \tag{13}$$

The prefactor $\tfrac14$ is thus the one for which $\Sigma_2$ is the functional derivative of $\Phi_2$: the closed diagram has four equivalent lines, and cutting any of them gives $\Sigma_2$. The first-order term $\Phi_1=\tfrac12\mathrm{tr}\,v[\gamma]\gamma$ has two lines and derivative $v[\gamma]$, because $\langle pr\|qs\rangle=\langle rp\|sq\rangle$ implies

$$\mathrm{tr}\,v[\gamma]\gamma'=\mathrm{tr}\,v[\gamma']\gamma. \tag{14}$$

Both cases follow $\Phi_n=\frac1{2n}\mathrm{Tr}\,\Sigma_nG$.

### The Galitskii-Migdal formula and the factor one half

The one-body part of $H(\lambda)$ is $h_\lambda=F-\lambda v$ and the two-body part is $\lambda V$. Multiplying the two-body part of (6) by $c_p^\dagger$ and summing gives $\sum_pc_p^\dagger[c_p,V]=2V$, and likewise $\sum_pc_p^\dagger[c_p,\hat h]=\hat h$. In $zG$ each pole contributes $z/(z-x)=1+x/(z-x)$. The constant integrates to $\hbar\delta(0^+)=0$, and (3) keeps the removal poles weighted by their energies, so $\mathrm{Tr}\,zG=\sum_p\langle c_p^\dagger(E-H)c_p\rangle=\sum_p\langle c_p^\dagger[c_p,H]\rangle=\mathrm{tr}\,h_\lambda\gamma+2\lambda\langle V\rangle$. Adding $\mathrm{tr}\,h_\lambda\gamma$ and halving gives the GM formula for the exact $G$:

$$E(\lambda)=\tfrac12\mathrm{Tr}[(z+F-\lambda v)G_\lambda]. \tag{15}$$

The factor $\tfrac12$ counts the two annihilators of $V$ and does not depend on the perturbation order. At order $\lambda^2$ the term $-\lambda v$ would need the first-order $G$, which is zero. With $G_2=G_0\Sigma_2G_0$ and $(z+F)G_0=(z-F+2F)G_0=1+2FG_0$,

$$E^{(2)}=\tfrac12\mathrm{Tr}[(z+F)G_2]=\tfrac12\mathrm{Tr}\,\Sigma_2G_0+\mathrm{tr}\,F\gamma_2,\qquad\gamma_2=\int G_0\Sigma_2G_0. \tag{16}$$

The diagonal of $\gamma_2$ follows from the third integral in (3). For $p=j$ the 2p1h poles contribute $-1/D^2$, and for $p=b$ the 2h1p poles contribute $+1/D^2$. With $t_{ijab}=\langle ij\|ab\rangle/D_{ijab}$,

$$\gamma_{2,jj}=-\tfrac12\sum_{iab}t_{ijab}^2,\qquad\gamma_{2,bb}=+\tfrac12\sum_{aij}t_{ijab}^2. \tag{17}$$

Thus $\mathrm{tr}\,\gamma_2=0$, and the particle number is unchanged at this order. Since $t^2$ is symmetric in $i\leftrightarrow j$ and $a\leftrightarrow b$, $\varepsilon_j$ and $\varepsilon_b$ may be replaced by pair averages:

$$\mathrm{tr}\,F\gamma_2=\tfrac12\sum t^2(\varepsilon_b-\varepsilon_j)=\tfrac14\sum t^2(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)=-\tfrac14\sum t^2D=-E_2. \tag{18}$$

So $E^{(2)}=2E_2-E_2=E_2$, in agreement with (2). Comparing (16) with $E=\mathrm{tr}\,F\gamma_\lambda+\lambda\langle U\rangle$ identifies $\tfrac12\mathrm{Tr}\,\Sigma_2G_0$ as the $\lambda^2$ coefficient of $\lambda\langle U\rangle$. At order $\lambda^2$, correlation lowers $\lambda\langle U\rangle$ by $2|E_2|$ and raises $\langle\hat F\rangle$ by $|E_2|$, the cost of promoting electrons into higher orbitals. The Hellmann-Feynman theorem, $\langle U\rangle=dE/d\lambda$, includes that cost without computing it:

$$E(1)-E(0)=\int_0^1\frac{d\lambda}{\lambda}\,\lambda\langle U\rangle,\qquad\int_0^1\frac{d\lambda}\lambda\,\lambda^2\,\tfrac12\mathrm{Tr}\,\Sigma_2G_0=\tfrac14\mathrm{Tr}\,\Sigma_2G_0. \tag{19}$$

The LW quarter is the GM half times the half from the coupling-constant integral.

Equations (10), (13) and (18) use only a diagonal $G_0$ and hold for any reference operator in place of $\hat F$, with $E_2$ read as the doubles sum (2) in its orbitals and $\gamma_2=\int G_0\Sigma_2G_0$. That this sum is the whole second-order energy rests on the HF reference: for another reference operator $S$ in (7) is in general nonzero at $\lambda=0$, the first-order $G$ enters (16), and single excitations add to the second-order energy. All of these results need the gap: a $\mu$ outside it changes the occupations in (3), and as a denominator with nonzero coupling goes to zero, $\gamma_2$ grows as $1/D^2$ while $E_2$ grows as $1/D$.

### GM with the physical Hamiltonian

Inserting $G_0+G_2$ into (15) at $\lambda=1$ mixes orders. The $G_0$ part is $\tfrac12\sum_i(2\varepsilon_i-v_{ii})=E_{\rm HF}$, and the $G_2$ part is (16) plus the $v$ term:

$$E_{\rm GM}[G_0+G_2]=E_{\rm HF}+E_2-\tfrac12\mathrm{tr}\,v\gamma_2. \tag{20}$$

The last term is of order $\lambda^3$. It involves the occupied-virtual block of $\gamma_2$ as well, since $v_{ia}=-h_{ia}$ need not vanish. The complete third order of (15) is $\tfrac12\mathrm{Tr}[(z+F)G_3]-\tfrac12\mathrm{tr}\,v\gamma_2$, and by (7) $G_3$ contains the static piece $G_0v[\gamma_2]G_0$. Its contribution is $\tfrac12\mathrm{Tr}\,v[\gamma_2]G_0+\mathrm{Tr}\,FG_0v[\gamma_2]G_0$. The second term is $\sum_p\varepsilon_pv[\gamma_2]_{pp}\int(z-\varepsilon_p)^{-2}=0$ by (3), and with (14) the first is

$$\tfrac12\mathrm{tr}\,v[\gamma_2]\gamma_0=+\tfrac12\mathrm{tr}\,v\gamma_2. \tag{21}$$

The extra term in (20) is therefore absent from the MP3 energy: it cancels against the response of the mean field to $\gamma_2$.

A second form of GM includes that response. At $\lambda=1$ write $G^{-1}=z-h-\Sigma^{\rm tot}$, so $zG=1+(h+\Sigma^{\rm tot})G$ and (15) becomes $E=\mathrm{tr}\,h\gamma+\tfrac12\mathrm{Tr}\,\Sigma^{\rm tot}G$. By (7) the static part of $\Sigma^{\rm tot}$ is $v+S=v[\gamma]$. Take $\gamma=\gamma_0+\gamma_2$ in the static terms and $\tfrac12\mathrm{Tr}\,\Sigma_2G_0$ for the rest. The terms without $\gamma_2$ give $\mathrm{tr}(h+\tfrac12v)\gamma_0=E_{\rm HF}$, and by (14) the linear ones give $\mathrm{tr}(h+v)\gamma_2=-E_2$:

$$\mathrm{tr}\,h\gamma+\tfrac12\mathrm{tr}\,v[\gamma]\gamma+\tfrac12\mathrm{Tr}\,\Sigma_2G_0=E_{\rm HF}+E_2+\tfrac12\mathrm{tr}\,v[\gamma_2]\gamma_2. \tag{22}$$

The departure from MP2 is now of order $\lambda^5$: the interaction in $v[\gamma_2]$ carries one power of $\lambda$ and each of the two factors $\gamma_2$ carries two. The two forms agree whenever $\Sigma^{\rm tot}=z-h-G^{-1}$, as for the exact $G$. The inputs of (20) and (22) do not satisfy that relation with $\Sigma^{\rm tot}=v[\gamma]+\Sigma_2$, so the two values differ.

### Klein and Luttinger-Ward functionals at $G_0$

With $G_h=(z-h)^{-1}$, $\Phi=\Phi_1+\Phi_2$ and $\Sigma^{\rm tot}[G]=v[\gamma]+\Sigma_2[G]$, the two functionals for $\Omega=E-\mu N$ are

$$\Omega_{\rm K}=\Phi-\mathrm{Tr}(G_h^{-1}G-1)-\mathrm{Tr}\ln(-G^{-1}),\qquad\Omega_{\rm LW}=\Phi-\mathrm{Tr}\,\Sigma^{\rm tot}G-\mathrm{Tr}\ln(\Sigma^{\rm tot}-G_h^{-1}). \tag{23}$$

By (13), $\delta\Omega_{\rm K}=\mathrm{Tr}[\Sigma^{\rm tot}-G_h^{-1}+G^{-1}]\delta G$, which vanishes at the Dyson solution $G^{-1}=G_h^{-1}-\Sigma^{\rm tot}$. Substituting that relation turns one functional into the other. $G_0$ is not that solution, so the two values need not agree; (26) gives the difference.

For one level, $-\int\ln(x-z)$ has $x$-derivative $\int1/(z-x)=n_x$. With the constant fixed so that an empty level contributes nothing,

$$-\int\ln(x-z)=(x-\mu)\,n_x. \tag{24}$$

Since $G_h^{-1}=G_0^{-1}+v$, one has $\mathrm{Tr}(G_h^{-1}G_0-1)=\mathrm{tr}\,v\gamma_0$, and

$$\Omega_{\rm K}[G_0]=\tfrac12\mathrm{tr}\,v\gamma_0+E_2-\mathrm{tr}\,v\gamma_0+\sum_i(\varepsilon_i-\mu)=E_{\rm HF}+E_2-\mu N. \tag{25}$$

In $\Omega_{\rm LW}$, $\mathrm{Tr}\,\Sigma^{\rm tot}G_0=\mathrm{tr}\,v\gamma_0+\mathrm{Tr}\,\Sigma_2G_0$ and $\Sigma^{\rm tot}-G_h^{-1}=\Sigma_2-G_0^{-1}=-G_0^{-1}(1-G_0\Sigma_2)$. The trace of the logarithm splits because determinants multiply, and $-\ln(1-y)=y+\tfrac12y^2+\dots$ gives

$$\Delta_{\rm LW}=\Omega_{\rm LW}-\Omega_{\rm K}=-\mathrm{Tr}[\Sigma_2G_0+\ln(1-G_0\Sigma_2)]=\tfrac12\mathrm{Tr}(G_0\Sigma_2)^2+\dots, \tag{26}$$

which is of fourth order. The statement that the LW quarter yields MP2 thus refers to $\Phi_2[G_0]$ and to the Klein functional, not to $\Omega_{\rm LW}[G_0]$.

The logarithm has a closed form. Write (9) as $\Sigma_2=Y(z-K)^{-1}Y^T$, with $K$ the diagonal matrix of 2p1h and 2h1p energies and $Y$ the couplings in (8). Let $M$ have diagonal blocks $F,K$, off-diagonal blocks $Y,Y^T$ and eigenvalues $m$. Block elimination gives $\det(z-M)=\det(z-K)\det(z-F-\Sigma_2)$, so $\det(1-G_0\Sigma_2)=\det(M-z)/[\det(F-z)\det(K-z)]$, the signs cancelling because the dimensions match. Apply (24) to each factor. If the number of $m$ below $\mu$ equals the number of occupied orbitals plus 2h1p states, $\mu$ cancels and

$$-\mathrm{Tr}\ln(1-G_0\Sigma_2)=\sum_{m<\mu}m-\sum_i\varepsilon_i-\sum_{\rm 2h1p}K\equiv P,\qquad\Delta_{\rm LW}=P-4E_2. \tag{27}$$

### Example: the lithium atom

The reference is all-electron unrestricted HF for Li, with uncontracted Gaussians: $s$ exponents $0.04$, $0.16$, $0.64$, $2.56$, $10.24$, $40.96\ a_0^{-2}$ and one $p$ shell at $4\ a_0^{-2}$. This gives 18 spin orbitals, 315 2p1h and 45 2h1p states (those forbidden by spin or symmetry have zero coupling and give no pole), and $E_{\rm HF}=-32.26553$ aJ ($-7.40078\,E_{\rm h}$). The digits below serve to compare formulas within this small basis and are not converged. With ten $s$ functions ($0.025\times3^k\ a_0^{-2}$, $k=0,\dots,9$), four $p$ shells ($0.1$, $0.5$, $2.5$, $10$) and one $d$ shell ($5$), $E_{\rm HF}$ moves to $-7.43174\,E_{\rm h}$, the lowest empty level to $0.076$ aJ and $E_2$ to $-0.166$ aJ; the extra term of (20) becomes $10\%$ of $E_2$ and $100\%$ of $E_3$, and $\Delta_{\rm LW}$ becomes $0.10\%$ of $|E_2|$. The highest occupied and lowest empty levels are $-0.85253$ and $0.13176$ aJ, so midgap is $\mu=\tfrac12(-0.85253+0.13176)\approx-0.3604$ aJ. The lowest 2p1h and highest 2h1p energies, $2.2996$ and $-11.7044$ aJ, lie on the required sides.

The numerical check diagonalizes or inverts $H(\lambda)$ for two, three and four electrons and takes $\lambda$-differences with step $0.02$. At $z=\mu+2.17987i$ aJ, the diagonal element of (9) for the lowest orbital is $(0.0264260-0.0218499i)$ aJ by both routes, and the largest deviation over the matrix is $9.6\times10^{-9}$ of its largest element.

Frequency quadrature gives $-0.26002$ aJ for each half of (10), a total of $-0.52004$ aJ, unchanged at $\mu=-0.65567$ aJ. One quarter is $-0.13001$ aJ ($-0.0298207\,E_{\rm h}$), equal to an independent MP2 energy and to the time integral (12). For $G=(z-F-sX)^{-1}$ with a random symmetric $X$, $\delta G=G_0XG_0\,ds$, and both sides of (13) give the same $d\Phi_2/ds=\mathrm{tr}\,X\gamma_2$, which is $-9.1637\times10^{-4}$ aJ for the one $X$ drawn; size and sign change with the draw.

The occupied diagonal of $\gamma_2$ sums to $-(1.8443+1.9021+0.0593)\times10^{-3}\approx-3.806\times10^{-3}$, which balances the virtual trace $+3.806\times10^{-3}$. Equation (16) reads $-0.26002+0.13001=-0.13001$ aJ, and the three numbers match the $\lambda^2$ coefficients of $\lambda\langle U\rangle$, $\langle\hat F\rangle$ and $E$ from diagonalization. The full configuration-interaction (FCI) correlation energy in this basis is $-0.14756$ aJ ($-0.0338463\,E_{\rm h}$), which (15) reproduces with the exact $G$. At $\lambda=1$ the ground state is a spin doublet and its $M_S=+\tfrac12$ component is used; the highest removal and lowest addition energies, $-0.8526$ and $0.1044$ aJ, still bracket $\mu$. MP2 recovers $0.13001/0.14756=88\%$ of it, while the GM half alone is $0.26002/0.14756=1.76$ times it.

Equation (20) gives $-0.13001-0.01148=-0.14149$ aJ ($-0.0324534\,E_{\rm h}$), a shift of $8.8\%$ of $E_2$. For this atom and basis the shift happens to move the energy toward FCI and amounts to $74\%$ of the MP3 term $E_3=-0.01548$ aJ. It is nevertheless no part of $E_3$, since the static term (21) evaluates to $+0.01148$ aJ and removes it. The form (22) departs from MP2 by $-2.39\times10^{-5}$ aJ, $0.018\%$ of $E_2$. These sizes do not carry over: the extra term of (20) is $65\%$ of $E_2$ for Be in cc-pVDZ and $-22\%$ of $E_2$, the opposite sign, for water in 6-31G, where (22) departs by $0.76\%$ and $0.34\%$.

The pole sum is $P=-0.5197196$ aJ, so (27) gives $\Delta_{\rm LW}=-0.5197196+0.5200434=3.238\times10^{-4}$ aJ, in agreement with quadrature of (26). The leading term of (26), $3.250\times10^{-4}$ aJ, exceeds $\Delta_{\rm LW}$ by $0.4\%$. The LW correlation energy at $G_0$ is $-0.13001+0.00032=-0.12969$ aJ ($-0.0297465\,E_{\rm h}$), which lies above the MP2 value by $0.25\%$ of $|E_2|$ and, for this atom and basis, farther from FCI. Neither size nor sign is general: $\Delta_{\rm LW}$ is about $+2\%$ of $|E_2|$ for Be in cc-pVDZ and water in 6-31G, and negative for Li in cc-pVDZ.

## Computed results

```
hartree energy: 4.3597447 aJ; Bohr radius a0: 5.291772e-11 m
s exponents (a0^-2): 0.04 0.16 0.64 2.56 10.24 40.96 ; p exponent: 4
spin orbitals 18, 2p1h poles 315, 2h1p poles 45
determinants N=3: 324  N=4: [756, 1296]  N=2: [81, 36]
eps[0] (alpha, n=1): -10.7985803 aJ
eps[1] (beta, n=1): -10.7200912 aJ
eps[2] (alpha, n=1): -0.8525327 aJ
eps[3] (beta, n=0): 0.1317609 aJ
mu (midgap): -0.3603859 aJ
second mu: -0.6556739 aJ
lowest 2p1h pole: 2.2995868 aJ
highest 2h1p pole: -11.7043848 aJ
E_UHF: -32.2655254 aJ = -7.4007832 Eh
E2 (library MP2): -0.1300109 aJ = -0.0298207 Eh
Im z0 of test point z0 = mu + i Im z0: 2.1798724 aJ
lambda step: 0.02
Re S2[0,0](z0) formula: 0.0264260 aJ
Re S2[0,0](z0) exact diag.: 0.0264260 aJ
Im S2[0,0](z0) formula: -0.0218499 aJ
Im S2[0,0](z0) exact diag.: -0.0218499 aJ
max relative deviation of S2(z0): 9.6e-09
Tr S2 G0, 2p1h part: -0.2600217 aJ
Tr S2 G0, 2h1p part: -0.2600217 aJ
Tr S2 G0: -0.5200434 aJ
Tr S2 G0 at second mu: -0.5200434 aJ
Tr S2 G0 / 4: -0.1300109 aJ = -0.0298207 Eh
Phi2 by time quadrature: -0.1300109 aJ
dPhi2/ds difference: -9.163700e-04 aJ; Tr S2 G0 X G0: -9.163700e-04 aJ
Tr S2 G0 / 2: -0.2600217 aJ = -0.0596415 Eh
tr F gamma2: 0.1300109 aJ = 0.0298207 Eh
exact lam^2 coefficient of E: -0.1300109 aJ
exact lam^2 coefficient of lam<U>: -0.2600217 aJ
exact lam^2 coefficient of <F>: 0.1300109 aJ
gamma2 occupied diagonal (dimensionless): -1.844280e-03 -1.902066e-03 -5.929863e-05
gamma2 virtual trace: 3.805645e-03; total trace: -2e-14
largest occupied-virtual gamma2 element: 5.8868e-04
GM order lam^2: -0.1300109 aJ = -0.0298207 Eh
GM physical h, minus E_UHF: -0.1414883 aJ = -0.0324534 Eh
-tr(v gamma2)/2: -0.0114775 aJ
GM term of static v[gamma2]: 0.0114775 aJ
MP3 term E3: -0.0154776 aJ
exact lam^3 coefficient of E (difference): -0.0154781 aJ
density-matrix GM form, minus E_UHF: -0.1300347 aJ = -0.0298262 Eh
tr(v[gamma2] gamma2)/2: -2.38684e-05 aJ
-Tr ln(1-G0 S2), pole sum: -0.5197196 aJ
LW excess: 3.23844e-04 aJ; leading term Tr(G0 S2)^2/2: 3.25003e-04 aJ
LW correlation energy at G0: -0.1296870 aJ = -0.0297465 Eh
FCI correlation energy: -0.1475614 aJ = -0.0338463 Eh
GM with exact G, minus E_UHF: -0.1475614 aJ
```
